# Why the Gaunt switch does nothing in closed-shell Kohn-Sham calculations

Three four-component calculations on the neon atom are run twice in a small basis, without and with the Gaunt interaction. In Hartree-Fock the total energy rises by 17.51 mEh. With the hybrid functional PBE0 it rises by 4.39 mEh. With the pure functional PBE the two energies differ by $1\times10^{-13}$ Eh, which is rounding. The atom and the operator are the same in all three, and the electron densities are similar. Why does the magnetic energy appear whole, then as a quarter, then not at all?

## The belief and its appeal

The belief is that the Gaunt option changes the Hamiltonian, from Dirac-Coulomb to Dirac-Coulomb-Gaunt, and that any mean-field method run afterwards includes the magnetic interaction between the electrons. A PBE calculation with the option on would then be a PBE calculation with magnetism.

The Coulomb repulsion makes this plausible. Its largest part is the classical repulsion of the charge density with itself, which every Kohn-Sham calculation contains, and the functional supplies the exchange. One expects the same division of labour for the magnetic term: a large classical part, computed explicitly, and a remainder left to the functional. Both halves of this expectation fail for a closed shell.

## The energy of the Gaunt operator

I use Hartree atomic units, with $c=137.036$. An electron in Dirac theory has the velocity operator $c\boldsymbol\alpha$. Two parallel currents attract, and the corresponding interaction $-\mathbf v_1\cdot\mathbf v_2/(c^2r_{12})$ becomes the Gaunt operator

$$g=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}} .$$

It is one part of the Breit operator; the other, gauge-dependent part is left out throughout.

For a determinant of orthonormal four-component orbitals $\psi_i$, the expectation value of a two-electron operator is half the sum over $i,j$ of $\langle ij|g|ij\rangle-\langle ij|g|ji\rangle$. Define the transition currents, in units of $c$,

$$\mathbf j_{ij}=\psi_i^\dagger\boldsymbol\alpha\psi_j,\qquad \mathbf j=\sum_i\mathbf j_{ii}.$$

The minus sign in $g$ makes the direct term negative and turns the exchange term positive:

$$E_{\rm dir}=-\frac12\iint\frac{\mathbf j(1)\cdot\mathbf j(2)}{r_{12}},\qquad
E_{\rm ex}=+\frac12\sum_{ij}\iint\frac{\mathbf j_{ij}(1)\cdot\mathbf j_{ji}(2)}{r_{12}} .$$

Because $\boldsymbol\alpha$ is Hermitian, $\mathbf j_{ji}=\mathbf j_{ij}^*$. In Fourier space $1/r_{12}$ becomes $4\pi/k^2>0$, so each exchange integral is an integral of $4\pi|\tilde{\mathbf j}_{ij}(\mathbf k)|^2/k^2$ and cannot be negative. Thus $E_{\rm ex}\ge0$ and $E_{\rm dir}\le0$. The direct term needs a net current; the exchange term needs only currents between pairs of orbitals.

## A closed shell has no current

Here "closed shell" means that the occupied orbitals form filled Kramers pairs, $\psi$ and its time-reversed partner $\mathcal T\psi$, with no external magnetic field. Write

$$\mathcal T\psi=U\psi^*,\qquad U=\begin{pmatrix}-i\sigma_y&0\\0&-i\sigma_y\end{pmatrix}.$$

The matrix $U$ is real and $U^TU=1$, so the partner has the same charge density. Its current is

$$(\mathcal T\psi)^\dagger\alpha_k(\mathcal T\psi)=\psi^TU^T\alpha_kU\psi^* .$$

This number is real, since $\alpha_k$ is Hermitian, and so it equals its complex conjugate $\psi^\dagger U^T\alpha_k^*U\psi$. The blocks of $\alpha_k$ are $\sigma_k$, and for them

$$(i\sigma_y)\sigma_k^*(-i\sigma_y)=\sigma_y\sigma_k^*\sigma_y=-\sigma_k .$$

For $k=x,z$ the matrix is real and anticommutes with $\sigma_y$; for $k=y$ the sign comes from $\sigma_y^*=-\sigma_y$. Hence

$$(\mathcal T\psi)^\dagger\boldsymbol\alpha(\mathcal T\psi)=-\psi^\dagger\boldsymbol\alpha\psi .$$

The partners' currents cancel at every point. Therefore $\mathbf j=0$, and $E_{\rm dir}=0$.

The cancellation is between sizeable quantities. On the integration grid, the current of one neon $2p_{1/2}$ orbital from the Hartree-Fock calculation reaches $4.6\times10^{-2}\,a_0^{-3}$ in units of $c$ ($4.5\times10^{-2}$ in a larger basis). Summed over all ten electrons, the largest value is $6\times10^{-12}\,a_0^{-3}$, which is numerical noise.

## What remains in the Kohn-Sham equations

Take a functional $E_{\rm xc}[\rho]$ that depends on the charge density and its gradient, with a fraction $a$ of exact exchange added. I assume that the program scales the exchange of the whole two-electron operator by $a$, Gaunt included. Varying the energy with respect to $\psi_i^\dagger$ gives the Gaunt contribution to the Fock operator:

$$(F_G\psi)(\mathbf r)=-\boldsymbol\alpha\cdot\mathbf A(\mathbf r)\,\psi(\mathbf r)
+a\sum_j\boldsymbol\alpha\psi_j(\mathbf r)\cdot\int\frac{\psi_j^\dagger\boldsymbol\alpha\psi}{|\mathbf r-\mathbf r'|}\,d^3r',$$

$$\mathbf A(\mathbf r)=\int\frac{\mathbf j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

The factor $\frac12$ in the energy has gone because each orbital occurs in both positions of the double integral.

In a pure functional $a=0$, and in a closed shell $\mathbf A=0$. Nothing is left. Orbitals that solve the closed-shell equations without Gaunt also solve them with Gaunt, at the same orbital energies and the same total energy. Nor does $E_{\rm xc}[\rho]$ step in: PBE is the same function of the density whether the option is on or off, and was built for the Coulomb interaction. A functional with its own current-current or relativistic exchange correction could carry part of the magnetic energy, but it would do so through its own formula, independently of the switch.

For a hybrid, multiply the Gaunt operator by a strength $\lambda$ between 0 and 1. The self-consistent energy is stationary with respect to the orbitals, so their change does not contribute to its first derivative:

$$\frac{dE}{d\lambda}=a\,E_{\rm ex},\qquad E(1)-E(0)\approx a\,E_{\rm ex},$$

where the last expression uses the orbitals at $\lambda=0$ and neglects second-order relaxation. Hartree-Fock is the case $a=1$ without a density functional.

This also shows why a scaled fraction is sensible for Coulomb exchange but incomplete for Gaunt exchange. In PBE0 a quarter of the Coulomb exchange is exact and PBE exchange replaces the other three quarters. Of the Gaunt exchange a quarter is computed, and nothing replaces the rest.

## The size of the missing term

The exchange energy can be found in closed form for a $1s^2$ pair at leading order in $1/c$. Let $\phi_i\chi_s$ be the large component, with $\chi_s$ a spin function. The small component is then $(\boldsymbol\sigma\cdot\mathbf p\,\phi_i)\chi_s/2c$. Component $k$ of the transition current is

$$\frac1{2c}\chi_s^\dagger\left[-i\phi_i^*\,\sigma_k\sigma_l\,\partial_l\phi_j+i(\partial_l\phi_i^*)\,\sigma_l\sigma_k\,\phi_j\right]\chi_{s'},$$

summed over $l$. Insert $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$. In the second term the order is reversed, which changes the sign of $\epsilon$, and the factor $i$ instead of $-i$ changes it back. The spin parts therefore add to a total gradient:

$$\mathbf j_{is,js'}=\frac1{2c}\left[-i(\phi_i^*\nabla\phi_j-\phi_j\nabla\phi_i^*)\,\delta_{ss'}+\nabla(\phi_i^*\phi_j)\times\mathbf s_{ss'}\right],$$

with $\mathbf s_{ss'}=\chi_s^\dagger\boldsymbol\sigma\chi_{s'}$. The first part is the current of orbital motion, the second that of the spin magnetization. Products of the two couple the spin in one transition current to the orbital motion in the other, so Gaunt exchange can act on spin-orbit splittings.

For a $1s^2$ pair, $\phi$ is real and the orbital part vanishes. With $n=\phi^2$ what remains is $\nabla n\times\mathbf s_{ss'}/2c$. The direct term contains $\sum_s\mathbf s_{ss}=\mathrm{tr}\,\boldsymbol\sigma=0$, as it must. The exchange term contains

$$\sum_{ss'}(\mathbf s_{ss'})_a(\mathbf s_{s's})_b=\mathrm{tr}\,\sigma_a\sigma_b=2\delta_{ab}.$$

For a unit vector $\mathbf e_a$ one has $(\mathbf P\times\mathbf e_a)\cdot(\mathbf Q\times\mathbf e_a)=\mathbf P\cdot\mathbf Q-P_aQ_a$, and the sum over three directions is $2\,\mathbf P\cdot\mathbf Q$. Collecting the factors,

$$E_{\rm ex}=\frac12\cdot\frac1{4c^2}\cdot2\cdot2\iint\frac{\nabla n(1)\cdot\nabla n(2)}{r_{12}}
=\frac1{2c^2}\iint\frac{\nabla n(1)\cdot\nabla n(2)}{r_{12}} .$$

Integrate by parts once in each variable. The two minus signs cancel, and $\nabla_1\cdot\nabla_2(1/r_{12})=-\nabla_1^2(1/r_{12})=4\pi\delta(\mathbf r_{12})$. Therefore

$$E_{\rm ex}=\frac{2\pi}{c^2}\int\phi^4\,d^3r=\frac{\pi}{2c^2}\int\rho^2\,d^3r,\qquad\rho=2\phi^2 .$$

This is a contact energy between the spin moments of the pair. For the helium density from a four-component Hartree-Fock calculation in the small basis described in the next section, quadrature of the last formula gives 63.967 μEh, which is not a basis-set limit: a larger basis lowers this value and the next by 0.18 μEh and leaves their relative difference unchanged. The full four-component exchange integral gives 63.955 μEh, lower by two parts in $10^4$. That is the order of the neglected corrections, $(Z/c)^2=2\times10^{-4}$.

For a hydrogen-like orbital $\phi^2=\zeta^3e^{-2\zeta r}/\pi$, the integral $\int\phi^4d^3r$ is $\zeta^3/8\pi$, and $E_{\rm ex}=\zeta^3/4c^2$. At this order the contribution of the innermost pair grows as the cube of its effective charge, and a pure functional omits it.

## Neon, number by number

The neon calculations use uncontracted Gaussians: nine $s$ exponents from 0.25 to 2748.8 $a_0^{-2}$ and the six lowest of the same series for $p$. The small-component functions follow by applying $\boldsymbol\sigma\cdot\mathbf p$ to the large ones. The nucleus is a point, and the occupied orbitals are the lowest of positive energy, above the negative-energy continuum. The basis is small, so the numbers are not basis-set limits. With 22 $s$ and 17 $p$ exponents the Hartree-Fock and PBE total energies fall by 46 mEh, each $E_{\rm ex}$ below rises by 0.024 to 0.025 mEh, and the Gaunt shifts become 17.539 mEh in Hartree-Fock and 4.399 mEh in PBE0; the quotients of shift and $E_{\rm ex}$ do not change. Each comparison uses the same basis on both sides.

Evaluated once with the orbitals of the calculations without Gaunt, the full exchange energy $E_{\rm ex}$ is

- 17.517 mEh with Hartree-Fock orbitals;
- 17.570 mEh with PBE0 orbitals;
- 17.589 mEh with PBE orbitals.

The three agree within 0.5 per cent. The PBE orbitals therefore have just as much Gaunt exchange energy as the others; the PBE total energy does not contain it.

The self-consistent Hartree-Fock shift is 17.514 mEh, or 0.477 eV. It lies 0.003 mEh below the first-order value, which is the effect of relaxation. For PBE0, with $a=0.25$, the first-order estimate is

$$0.25\times17.570=4.393\ \text{mEh},$$

and the self-consistent shift is 4.392 mEh. The missing part is $0.75\times17.570=13.18$ mEh. For PBE the estimate is zero. The PBE calculation with Gaunt was started from Hartree-Fock orbitals that had already felt the Gaunt exchange, and it still returned to the same energy. Its orbital energies agree with those of the run without Gaunt to about $10^{-7}$ Eh, the level to which the equations were converged.

## Spin-orbit splitting

The difference between the $2p_{3/2}$ and $2p_{1/2}$ orbital energies shows the same omission in a property. Gaunt lowers it in Hartree-Fock from 4.46 to 4.10 mEh, a change of $-0.37$ mEh or 8 per cent. In PBE it is 3.73 mEh with and without Gaunt. In PBE0 it falls from 3.93 to 3.85 mEh, a change of $-0.08$ mEh.

As a measure of the basis, the same splitting for a single electron at $Z=10$ comes out as 16.36 mEh, against 16.70 mEh from the Dirac energy formula. The basis is thus 2 per cent low in that case. The neon splittings are low by about as much: in the larger basis they are 4.56 and 4.19 mEh in Hartree-Fock, 3.80 mEh in PBE, and 4.01 and 3.93 mEh in PBE0, while the changes $-0.37$ and $-0.08$ mEh and their ratio stay the same.

The ratio of the PBE0 change to the Hartree-Fock change is 0.21, not 0.25. The total-energy argument does not apply to orbital energies. An orbital energy changes by the expectation value of the added Gaunt exchange, and also by the response of the Coulomb, exchange and functional potentials to the altered orbitals. Both changes are of first order in the Gaunt operator, and the second differs between the methods. With frozen orbitals the splitting changes by $-0.278$ mEh in Hartree-Fock and $-0.072$ mEh in PBE0, a ratio of 0.26 that differs from $a$ only through the starting orbitals. The response adds $-0.088$ mEh in Hartree-Fock but only $-0.005$ mEh in PBE0, and this lowers the ratio to 0.21. The fraction $a$ should therefore be used for the energy shift and not as a rule for splittings.

## Two components do not bring it back

One might hope that the reduction to two components restores the magnetic term. Let $\mathbf F$ and $\mathbf S$ be the converged four-component Fock and overlap matrices. Collect the large- and small-component coefficients of all positive-energy solutions in the square matrices $\mathbf C_L$ and $\mathbf C_S$, and define

$$\mathbf R=\mathbf C_S\mathbf C_L^{-1},\qquad \mathbf W=\begin{pmatrix}\mathbf 1\\ \mathbf R\end{pmatrix},\qquad \mathbf C_+=\mathbf W\mathbf C_L .$$

Multiplying $\mathbf F\mathbf C_+=\mathbf S\mathbf C_+\boldsymbol\varepsilon$ from the left by $\mathbf W^\dagger$ gives

$$(\mathbf W^\dagger\mathbf F\mathbf W)\,\mathbf C_L=(\mathbf W^\dagger\mathbf S\mathbf W)\,\mathbf C_L\,\boldsymbol\varepsilon .$$

The two-component matrix has the same positive-energy spectrum as the four-component one. For the three neon calculations with Gaunt, the occupied levels agree to $2\times10^{-11}$ Eh. The transformation passes on what the Fock matrix contains: all of the Gaunt exchange from Hartree-Fock, a fraction from PBE0, and none from PBE. A two-component program that adds magnetic terms from a separate calculation uses a different model, and those terms must be judged by their own derivation.

## Where the switch does act

If one orbital $\psi_h$ is removed from a closed shell, the remaining current is $\mathbf j=-\mathbf j_{hh}$, because the total was zero. The direct term is then

$$E_{\rm dir}=-\frac12\iint\frac{\mathbf j_{hh}(1)\cdot\mathbf j_{hh}(2)}{r_{12}}<0 .$$

For neon with a $2p_{1/2}$ electron removed and the Hartree-Fock orbitals kept fixed, it is $-17.7$ μEh. The Gaunt exchange energy of the same ion is $+16.50$ mEh, about 900 times larger and of opposite sign. A pure functional would keep the small negative term and drop the large positive one. The large ratio belongs to a valence hole: with a $1s$ electron removed the direct term is $-1.97$ mEh against an exchange energy of $+5.38$ mEh, still of opposite sign but no longer small. A nonzero response to the switch in an open shell is therefore no sign that the magnetic energy has been included.

The small term has a further defect. An electron alone in $\psi_h$ has the same direct energy, $-17.7$ μEh, although it has no partner to interact with. In Hartree-Fock the exchange term with $i=j=h$ is $+17.7$ μEh and cancels it. A pure functional leaves the whole magnetic self-interaction, and a hybrid that scales the exchange leaves the fraction $1-a$.

## Putting the energy in

The remedy for a closed shell follows from the first-order formula: converge the Kohn-Sham calculation without Gaunt, evaluate $E_{\rm ex}$ once at full weight with its orbitals, and report it as a separate correction. For PBE neon in the small basis this gives

$$-128.9672+0.0176=-128.9496\ \text{Eh}.$$

With a hybrid one adds either the full $E_{\rm ex}$ to the energy without Gaunt, or the missing $(1-a)E_{\rm ex}$ to the energy with Gaunt. Adding the full value to the latter would count 4.39 mEh twice in PBE0. The correction concerns the energy alone and leaves the orbital splittings as they were; to let the Gaunt exchange act on them, one includes it in the Fock matrix at full weight. For PBE neon this lowers the $2p$ splitting by 0.29 mEh, less than the 0.37 mEh of Hartree-Fock, because the response differs. In either form it leaves out the rest of the Breit operator and the magnetic part of electron correlation.

The same quantities show what an unfamiliar program does. Divide the closed-shell energy shift on switching Gaunt on by the full $E_{\rm ex}$. For the calculations here the quotient is 1.00 in Hartree-Fock, 0.25 in PBE0 and 0 in PBE. In a range-separated hybrid the weight of exact exchange depends on $r_{12}$, so if the program applies that weight to Gaunt as well, the quotient depends on the system and is not a constant of the functional.
